# Removing single σ·p matrices from the Douglas–Kroll–Hess equations, part 2

The Douglas–Kroll–Hess (DKH) method makes the Dirac Hamiltonian two-component by unitary steps, order by order in the potential $V$; DKH$n$ stops after order $n$. The problem is to avoid matrices of a single $\sigma_p\equiv\boldsymbol\sigma\cdot\mathbf p$, which vanish between s functions on one centre. Hartree atomic units are used, $\mathbf p=-i\nabla$, $p=\sqrt{p^2}$, $c$ is the speed of light, and $V$ is a real function of position. The Hamiltonian is
$$
H=\begin{pmatrix}V&c\,\sigma_p\\ c\,\sigma_p&V-2c^2\end{pmatrix}.
$$
Even means block-diagonal, odd block-off-diagonal. Definitions, with $p^2$ having no zero eigenvalue:
$$
Q=\sigma_p/p,\quad Q^2=1,\quad \Pi=\sigma_pV\sigma_p,\quad D=QVQ=p^{-1}\Pi p^{-1},
$$
$$
E=c\sqrt{p^2+c^2},\quad A=\sqrt{(E+c^2)/2E},\quad k=cp/(E+c^2),
$$
$$
G=A(V+kDk)A,\quad G'=QGQ=A(D+kVk)A,\quad o=A(kD-Vk)A,
$$
and, in the eigenbasis of $p^2$, $\omega_{ij}=\frac{o_{ij}}{E_i+E_j}$. For real basis functions $\chi_\mu$,
$$
\Pi_{\mu\nu}=\int V\,\nabla\chi_\mu\cdot\nabla\chi_\nu\,d^3r+i\boldsymbol\sigma\cdot\int V\,\nabla\chi_\mu\times\nabla\chi_\nu\,d^3r .
$$
From (a), with $\mathcal P$ the projector onto a second set of functions:
$$
\langle\chi|p^2|\chi\rangle-\langle\chi|\sigma_p\mathcal P\sigma_p|\chi\rangle=\|(1-\mathcal P)\sigma_p\chi\|^2\ge 0 .
$$
From (b), after the free-particle transformation:
$$
H_1=\begin{pmatrix}E-c^2+G&O\\-O&-E-c^2+G\end{pmatrix},\qquad O=oQ=-Qo^\dagger .
$$
From (c), each later step $e^W$, with $W$ odd and anti-Hermitian, cancels an odd part $M$ through
$$
[W,\mathcal E]=-M,\qquad \mathcal E=\begin{pmatrix}E&0\\0&-E\end{pmatrix}.
$$
Even terms are sums of words, products of $V$, $\sigma_p$ and functions of $p^2$. Inserting $1=QQ$ reduces each word to $V$, $\Pi$ and functions of $p^2$. From (d) and (e), the second- and third-order even terms are
$$
E_2=\tfrac12(\omega o^\dagger+o\,\omega^\dagger),\qquad E_3=\omega G'\omega^\dagger-\tfrac12(\omega\omega^\dagger G+G\,\omega\omega^\dagger).
$$
The reduction of words and the terms $G$, $E_2$, $E_3$ were checked in a plane-wave model, where the matrix of $\sigma_p$ squares to $p^2$.

### (f) One transformation for all orders

*The word-by-word reduction suggests removing the single $\sigma_p$ before the DKH expansion begins. Do this.*

**Solution.** Apply the unitary operator $\mathcal Q=\mathrm{diag}(1,Q)$ to the original Hamiltonian. With $\sigma_pQ=Q\sigma_p=p$,
$$
\mathcal QH\mathcal Q=\begin{pmatrix}V&c\,\sigma_pQ\\cQ\sigma_p&QVQ-2c^2\end{pmatrix}=\begin{pmatrix}V&cp\\cp&D-2c^2\end{pmatrix}.
$$
The single $\sigma_p$ has disappeared. The price is that the lower component sees $D$ in place of $V$.

This does not change the DKH result. $\mathcal Q$ commutes with $\mathcal E$, so from $[W,\mathcal E]=-M$ follows $[\mathcal QW\mathcal Q,\mathcal E]=-\mathcal QM\mathcal Q$. Each decoupling step of the new Hamiltonian is the old one, transformed: $e^{\mathcal QW\mathcal Q}=\mathcal Qe^W\mathcal Q$. The upper-left block of any operator is untouched by $\mathcal Q$, because $\mathcal Q$ acts there as the unit operator. The two-component Hamiltonian is therefore the same at each order.

As a check, apply $\mathcal Q$ to $H_1$. The upper-right block becomes $OQ=oQQ=o$, the lower-left one $-QO=QQo^\dagger=o^\dagger$, and the lower-right potential $QGQ=G'$:
$$
\mathcal QH_1\mathcal Q=\begin{pmatrix}E-c^2+G&o\\o^\dagger&-E-c^2+G'\end{pmatrix}.
$$
These are the quantities found in (d) and (e).

What changes if other operators are present? An even property operator $X$, the same in both diagonal blocks, becomes $\mathrm{diag}(X,QXQ)$. It needs the integrals of $X$ and of $\sigma_pX\sigma_p$. A vector potential $\mathbf a$ adds an odd term proportional to $\boldsymbol\sigma\cdot\mathbf a$. In the upper-right block this becomes $\boldsymbol\sigma\cdot\mathbf a\,\sigma_p\,p^{-1}$, so the matrix of the product $\boldsymbol\sigma\cdot\mathbf a\,\boldsymbol\sigma\cdot\mathbf p$ is needed as well. $V$ and $\Pi$ are then no longer enough.

### (g) The meaning of the matrix products

*In a finite basis, $V f V$ is replaced by a product of matrices. Determine what has been approximated, and give the working procedure.*

**Solution.** Let $S$ and $T_2$ be the matrices of the overlap and of $p^2$. Solve
$$
C^\dagger SC=1,\qquad C^\dagger T_2C=\mathrm{diag}(p_i^2).
$$
This defines orthonormal functions $\chi_i$ in which the matrix of $p^2$ is diagonal. To each belongs a partner $\varphi_i=\sigma_p\chi_i/p_i$, and the partners are orthonormal too:
$$
\langle\varphi_i|\varphi_j\rangle=\frac{\langle\chi_i|p^2|\chi_j\rangle}{p_ip_j}=\delta_{ij}.
$$
Use the $\chi_i$ for the upper component and the $\varphi_i$ for the lower one. This choice is called restricted kinetic balance. The matrix elements are
$$
\langle\chi_i|c\sigma_p|\varphi_j\rangle=\frac{c\langle\chi_i|p^2|\chi_j\rangle}{p_j}=cp_i\delta_{ij},\qquad
\langle\varphi_i|V|\varphi_j\rangle=\frac{\Pi_{ij}}{p_ip_j}=D_{ij}.
$$
So the matrix of the Dirac Hamiltonian in this basis has the form found in (f),
$$
\mathbf H=\begin{pmatrix}\mathbf V&c\mathbf p\\c\mathbf p&\mathbf D-2c^2\end{pmatrix},
$$
with $\mathbf p=\mathrm{diag}(p_i)$ from here on.

The DKH formulas now follow again by pure matrix algebra. The relations $k^2=(E-c^2)/(E+c^2)$ and $A^2(1+k^2)=1$ hold for each number $p_i$, so the rotation with blocks $A$, $Ak$, $-Ak$, $A$ decouples the kinetic part. Acting on $\mathrm{diag}(\mathbf V,\mathbf D)$, it gives
$$
A(\mathbf V+k\mathbf Dk)A=G,\qquad A(k\mathbf D-\mathbf Vk)A=o,\qquad A(\mathbf D+k\mathbf Vk)A=G'.
$$
The next step has $W_{12}=\omega$ and $W_{21}=-\omega^\dagger$. Its second-order even block is $\frac12(\omega o^\dagger+o\omega^\dagger)$. For the third order,
$$
[W,\mathrm{diag}(G,G')]_{12}=\omega G'-G\omega,\qquad [W,\mathrm{diag}(G,G')]_{21}=G'\omega^\dagger-\omega^\dagger G,
$$
and half of the second commutator has the upper-left block
$$
\tfrac12\left[\omega(G'\omega^\dagger-\omega^\dagger G)+(\omega G'-G\omega)\omega^\dagger\right]=\omega G'\omega^\dagger-\tfrac12(\omega\omega^\dagger G+G\omega\omega^\dagger).
$$
This is $E_3$ again.

Seen as approximations to operator products, the matrix products contain two errors. A product such as $\mathbf Vf\mathbf V$ inserts the projector onto the $\chi_i$, and $\mathbf Df\mathbf D$ the projector onto the $\varphi_i$. Also, the matrix of $f(p^2)$ is replaced by the function $f$ of the matrix of $p^2$. Seen as a whole, these replacements define the DKH expansion of the matrix $\mathbf H$. Relative to the positive-energy eigenvalues of $\mathbf H$, the remaining error is the truncation of the expansion, apart from rounding. Relative to the Dirac equation itself, there is in addition the basis-set error of $\mathbf H$.

The procedure is as follows.

1. Compute the matrices $S$, $T_2$, $V$ and $\Pi$ in the original basis.
2. Find $C$ and $p_i$, and transform $V$ and $\Pi$ with $C$.
3. Form $D_{ij}=\Pi_{ij}/(p_ip_j)$, then $G$, $G'$, $o$ and $\omega$.
4. Add $h=(E-c^2)+G+E_2+E_3$, stopping at the order wanted.
5. Return to the original basis by $SC\,h\,C^\dagger S$. This uses $C^{-1}=C^\dagger S$.

With the full $\Pi$, the matrices include spin. If the term with $i\boldsymbol\sigma$ in $\Pi$ is dropped, all matrices are spin-free and the same procedure gives a scalar-relativistic scheme. From second order on, this is not the same as the spin-free part of the two-component terms: by $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\varepsilon_{ijk}\sigma_k$, a product of two spin–orbit terms has a spin-free part, which is dropped as well.

The truncation error was tested in the plane-wave model with $c=1$. Repeating explicit decoupling steps until no odd part was left, apart from rounding, gave a two-component Hamiltonian with the exact positive-energy eigenvalues of the model. Its distance from DKH$n$ was measured in the spectral norm, which bounds the error of every energy. Truncation after order $n$ should leave an error proportional to the potential strength to the power $n+1$.

| | strength 0.01 | strength 0.005 | power |
|---|---|---|---|
| DKH1 | $1.71\times10^{-4}$ | $4.27\times10^{-5}$ | 2.00 |
| DKH2 | $1.60\times10^{-6}$ | $1.99\times10^{-7}$ | 3.01 |
| DKH3 | $2.08\times10^{-8}$ | $1.30\times10^{-9}$ | 4.00 |

A single energy need not show the power so clearly. For the mean energy of the lowest pair of levels, the DKH2 error hardly changed between strengths 0.02 and 0.01 (apparent power $-0.05$), while between 0.004 and 0.002 the power was 2.89. These two powers are reported for information only, and the cause of the irregularity at the larger strengths was not examined. The tested statement is the power law of the norm in the table.

### (h) One basis function, by hand

*Take the one-electron ion Ir$^{76+}$ with a point nucleus, $V=-Z/r$ and $Z=77$. Use one normalized Gaussian $g=Ne^{-ar^2}$ with $a=2000$ bohr$^{-2}$. Evaluate DKH1 to DKH3 and compare with the $2\times2$ Dirac matrix.*

**Solution.** Normalization gives $N^2=(2a/\pi)^{3/2}$, and $\nabla g=-2a\mathbf r\,g$. With $\langle r^2\rangle=3/4a$,
$$
p^2=4a^2\langle r^2\rangle=3a=6000,\qquad p=77.4597 .
$$
The potential integrals are
$$
V=-4\pi ZN^2\int_0^\infty re^{-2ar^2}dr=-\frac{\pi ZN^2}{a}=-5495.10,
$$
$$
\Pi=-4\pi ZN^2\,4a^2\int_0^\infty r^3e^{-2ar^2}dr=-2\pi ZN^2=2aV .
$$
The spin–orbit part vanishes, since $\nabla g\times\nabla g=0$. Hence $D=\Pi/p^2=\frac23V=-3663.40$. The partner function is of p type and vanishes at the nucleus, so it feels a weaker attraction. Energies here and below are in hartree.

With $c^2=18778.87$ and $E=21571.25$,
$$
A^2=\frac{21571.25+18778.87}{2\times21571.25}=0.93528,\qquad k=\frac{137.036\times77.4597}{40350.12}=0.263066 .
$$
With $k^2=0.069204$, the remaining quantities follow. The results are computed from unrounded inputs, and the rounded factors shown reproduce $G$ and $G'$ to within 0.03:
$$
G=0.93528\,(-5495.10-0.069204\times3663.40)=-5376.55,
$$
$$
G'=0.93528\,(-3663.40-0.069204\times5495.10)=-3781.96,
$$
$$
o=A^2k(D-V)=0.93528\times0.263066\times1831.70=450.67,\qquad \omega=\frac{450.67}{2\times21571.25}=0.010446 .
$$
For numbers, the formulas of (d) and (e) become
$$
E_2=\omega o=4.708,\qquad E_3=\omega^2(G'-G)=1.0912\times10^{-4}\times1594.59=0.174 .
$$
The kinetic term is $E-c^2=2792.39$. Adding the terms one by one gives

| | energy | minus $2\times2$ Dirac |
|---|---|---|
| DKH1 | $-2584.158$ | $-4.888$ |
| DKH2 | $-2579.450$ | $-0.180$ |
| DKH3 | $-2579.276$ | $-0.006$ |

The reference, $-2579.270$, is the upper eigenvalue of $\begin{pmatrix}V&cp\\cp&D-2c^2\end{pmatrix}$. The structure of the series is visible in second-order perturbation theory: the level shift $o^2/(2E+G-G')$, expanded in $(G'-G)/2E$, starts with $o^2/2E=E_2$ and continues with $o^2(G'-G)/4E^2=E_3$.

No matrix of $\sigma_p$ was used. In this basis it would have been zero.

### (i) The 1s level in a larger basis

*Repeat the calculation with 27 s Gaussians, with exponents from 100 to $6.7\times10^9$ bohr$^{-2}$ in ratio 2. Determine also what a matrix of $\sigma_p$ into an incomplete set of p functions would lose.*

**Solution.** The integrals are the two-exponent forms of those in (h), and the procedure of (g) is followed. For the s functions of one centre, $\nabla\chi_\mu$ and $\nabla\chi_\nu$ are parallel, so $\Pi$ has no spin–orbit part here. The 1s energies in hartree are

| | energy | minus matrix Dirac |
|---|---|---|
| DKH1 | $-3372.05$ | $-127.21$ |
| DKH2 | $-3237.70$ | $7.14$ |
| DKH3 | $-3245.58$ | $-0.74$ |

The matrix Dirac energy is $-3244.840$. Relative to it, the errors are 3.9 %, 0.22 % and 0.023 % in magnitude. The nonrelativistic energy in the same basis is $-2964.50$.

The exact Dirac energy for a point nucleus, $c^2\left(\sqrt{1-Z^2/c^2}-1\right)=-3244.842$, differs from the matrix value by 0.002. The basis error is thus much smaller than the truncation error of DKH3. The DKH energies have their own basis dependence: extending the exponents to about $10^{12}$ bohr$^{-2}$ lowers DKH1 by 0.017, to $-3372.07$, while DKH2 and DKH3 move by at most 0.002. This confirms for this ion that $V$, $\Pi$ and the $p^2$ eigenbasis carry the information needed for the Dirac level.

Now consider an explicit matrix of $\sigma_p$. Acting on an s Gaussian, $\sigma_p$ gives
$$
\sigma_pe^{-ar^2}=2ia\,(\boldsymbol\sigma\cdot\mathbf r)\,e^{-ar^2},
$$
a p-type function with the same exponent. With a p set containing all 27 exponents, the products of $\sigma_p$ matrices, with the inverse overlap matrix of the p set between the factors, reproduce each directly evaluated expectation value $\langle\chi_i|p^2|\chi_i\rangle$, which equals $p_i^2$ apart from rounding in the diagonalization, to a relative accuracy of $5\times10^{-14}$.

Keep instead every second exponent, which leaves 14 p functions, each of the form $(\boldsymbol\sigma\cdot\mathbf r)\,e^{-br^2}$ acting on the same spin function. The share of $p_i^2$ that survives is, by the argument of (a),
$$
\frac{\langle\chi_i|\sigma_p\mathcal P\sigma_p|\chi_i\rangle}{p_i^2}=\langle\varphi_i|\mathcal P|\varphi_i\rangle .
$$
Its smallest value is 0.457 and its mean 0.519. The mean can be predicted. The 14 functions lie in the space spanned by the 27 orthonormal partners, so the shares add up to the trace of $\mathcal P$, which is 14, and $14/27=0.519$.

About half of $p^2$, averaged over the eigenfunctions, would be lost. The loss is not spread evenly over the functions of the basis. The matrix of $\sigma_p\mathcal P\sigma_p$ has rank 14, so 13 independent combinations of the $\chi_i$ lose all of $p^2$, while the 14 Gaussians whose exponents were kept lose nothing. The mean therefore does not give the loss for a particular state such as 1s. That state loses less than 0.1 % of its $\langle p^2\rangle$, and a single Gaussian whose exponent was dropped loses at most 4 %. The reduced formulas avoid this loss, because $\Pi$ is computed with the functions $\sigma_p\chi_\mu$ themselves and no auxiliary p set has to represent them.

## Computed values

```
PLANE-WAVE MODEL (c = 1, model units)
plane waves, spinor functions: 27, 54
random words tested: 40
largest relative word error: 4.7e-16
relative errors of terms 1,2,3: 1.2e-16 3.6e-16 8.3e-16
norm ratio spin-orbit/scalar part of Pi: 0.580
strength 0.01: distance of DKH1,2,3 from exact: 1.71e-04 1.60e-06 2.08e-08
strength 0.005: distance of DKH1,2,3 from exact: 4.27e-05 1.99e-07 1.30e-09
powers of the distance, DKH1,2,3: 2.00 3.01 4.00
lowest pair, apparent powers DKH1,2,3 (0.02 to 0.01): 2.20 -0.05 4.31
lowest pair, apparent powers DKH1,2 (0.004 to 0.002): 2.04 2.89
ONE GAUSSIAN, Ir76+ (atomic units)
Z = 77, c = 137.035999, exponent = 2000 bohr^-2
p^2 = 6000.0000, p = 77.459667 a.u.
V = -5495.1023 hartree
Pi = -21980409.11 a.u.
D = Pi/p^2 = -3663.4015 hartree
E = 21571.2532 hartree, c^2 = 18778.8651 hartree
A = 0.96709630, k = 0.26306646 (no unit)
G = -5376.5459 hartree, G' = -3781.9579 hartree
o = 450.6708 hartree, omega = 0.01044610 (no unit)
kinetic term E - c^2 = 2792.3881 hartree
second-order term = 4.7078 hartree
third-order term = 0.1740 hartree
DKH1 energy = -2584.1578 hartree
DKH2 energy = -2579.4500 hartree
DKH3 energy = -2579.2760 hartree
2x2 Dirac matrix energy = -2579.2699 hartree
EVEN-TEMPERED BASIS, Ir76+ 1s (hartree)
functions: 27, exponents 100 to 6.7109e+09 bohr^-2
exponent ratio: 2.0
nonrelativistic energy = -2964.500 hartree
DKH1 = -3372.054, minus matrix Dirac = -127.214 hartree
DKH2 = -3237.699, minus matrix Dirac = 7.141 hartree
DKH3 = -3245.579, minus matrix Dirac = -0.739 hartree
matrix Dirac energy = -3244.840 hartree
exact Dirac energy = -3244.842 hartree
matrix minus exact Dirac = 0.0021 hartree
full p set, largest error of kept p^2 share: 5.0e-14
half p set (14 functions), kept p^2 share: min 0.457, mean 0.519
```
